\section*{First excited triangular-well level from an orthogonal trial state}

\section{Problem}

An electron in an inversion layer has mass $m$ for motion along the surface normal $z$. It moves in the potential $eFz$ for $z>0$, with $F$ the surface field, and an infinitely high wall stands at $z=0$. Energies are counted from the conduction-band edge at the interface. The Fang-Howard function
\begin{equation}
\phi_0=\sqrt{\tfrac{b^3}{2}}\;z\,e^{-bz/2}
\end{equation}
approximates the ground state. For the first excited state take
\begin{equation}
\phi_1=N\,z(1-cz)\,e^{-dz/2},\qquad b,d>0 .
\end{equation}

(a) Find the $c$ that makes $\phi_1$ orthogonal to $\phi_0$. (b) Estimate the first excited energy. (c) Decide whether the estimate is an upper bound. (d) Evaluate it for a silicon (100) surface with $m=0.916\,m_0$ and $F=0.40$ MV/cm.

Lengths are measured in $\ell=(\hbar^2/2meF)^{1/3}$ and energies in $eF\ell$. Since $\hbar^2/(2m\ell^2)=eF\ell$, the Hamiltonian becomes
\begin{equation}
H=-\frac{d^2}{dz^2}+z ,
\end{equation}
and $b,c,d$ are in units of $1/\ell$. Its true levels are called $E_0<E_1<\dots$, with normalized real eigenfunctions $\chi_n$.

\section{A tempting solution}

All integrals follow from $\int_0^\infty z^n e^{-az}dz=n!/a^{n+1}$. With $s=(b+d)/2$, orthogonality requires
\begin{equation}
\int_0^\infty z^2(1-cz)e^{-sz}dz=\frac{2}{s^3}-\frac{6c}{s^4}=0
\quad\Rightarrow\quad c=\frac{s}{3}=\frac{b+d}{6}.
\label{c}
\end{equation}

The norm is
\begin{align}
\frac1{N^2}&=\int_0^\infty z^2(1-cz)^2e^{-dz}dz
=\frac{2}{d^3}-\frac{12c}{d^4}+\frac{24c^2}{d^5}\nonumber\\
&=\frac{2}{d^5}\left(d^2-6cd+12c^2\right)=\frac{2Q}{3d^5},\qquad Q=b^2-bd+d^2 .
\end{align}
The last step uses $6cd=bd+d^2$ and $12c^2=(b+d)^2/3$.

For the kinetic energy, integration by parts turns $-\int\phi_1\phi_1''dz$ into $\int(\phi_1')^2dz$, because $\phi_1$ vanishes at both ends. The derivative is
\begin{equation}
\phi_1'=N(1-\alpha z+\gamma z^2)e^{-dz/2},\qquad \alpha=2c+\tfrac d2,\quad \gamma=\tfrac{cd}{2}.
\end{equation}
Squaring and integrating gives
\begin{align}
\frac{T}{N^2}&=\frac1d-\frac{2\alpha}{d^2}+\frac{2(\alpha^2+2\gamma)}{d^3}-\frac{12\alpha\gamma}{d^4}+\frac{24\gamma^2}{d^5}\nonumber\\
&=\frac1d-\left(\frac{4c}{d^2}+\frac1d\right)+\left(\frac{8c^2}{d^3}+\frac{6c}{d^2}+\frac1{2d}\right)
-\left(\frac{12c^2}{d^3}+\frac{3c}{d^2}\right)+\frac{6c^2}{d^3}\nonumber\\
&=\frac{d^2-2cd+4c^2}{2d^3}=\frac{b^2-bd+7d^2}{18d^3},
\end{align}
where $2cd=(bd+d^2)/3$ and $4c^2=(b+d)^2/9$ were inserted. The potential energy equals the mean depth:
\begin{align}
\frac{\langle z\rangle}{N^2}&=\frac{6}{d^4}-\frac{48c}{d^5}+\frac{120c^2}{d^6}
=\frac{6}{d^6}\left(d^2-8cd+20c^2\right)\nonumber\\
&=\frac{2(5b^2-2bd+2d^2)}{3d^6}.
\end{align}
Multiplication by $N^2=3d^5/(2Q)$ yields the mean energy
\begin{equation}
W(b,d)=\frac{d^2(b^2-bd+7d^2)}{12Q}+\frac{5b^2-2bd+2d^2}{dQ}.
\label{W}
\end{equation}

Now comes the tempting step: ``$\phi_1$ is orthogonal to the ground state, so $W\ge E_1$ whatever $b$ and $d$ are. Both are therefore free, and the lowest $W$ is the best estimate.'' A large $b$ proves favourable. For $b\to\infty$ at fixed $d$, $Q\to b^2$ and
\begin{equation}
W\to\frac{d^2}{12}+\frac5d .
\end{equation}
This is stationary when $d/6=5/d^2$, or $d^3=30$. Then $5/d=d^2/6$, and the proposed excited energy is $d^2/4=30^{2/3}/4$.

\section{Where it fails}

The Fang-Howard function itself exposes the fault. Its mean energy is
\begin{equation}
W_0(b)=\frac{b^3}{2}\left[\int_0^\infty\left(1-\frac{bz}{2}\right)^2e^{-bz}dz+\int_0^\infty z^3e^{-bz}dz\right]
=\frac{b^2}{4}+\frac3b,
\end{equation}
since the two integrals are $1/(2b)$ and $6/b^4$. The minimum has $b/2=3/b^2$, hence $b^3=6$, $3/b=b^2/2$ and $W_0=\tfrac34\,6^{2/3}$. The cube of the ratio of the proposed excited energy to this ground energy is
\begin{equation}
\left(\frac{30^{2/3}/4}{3\cdot6^{2/3}/4}\right)^3=\frac{25}{27}<1 .
\end{equation}
The ``excited'' level lies below the ground-state estimate.

Equations up to (\ref{W}) are correct. The false statement is $W\ge E_1$. Write $\phi_1=\sum_n a_n\chi_n$ and $p_n=a_n^2$, with $\sum_np_n=1$. Then
\begin{equation}
W-E_1=-p_0(E_1-E_0)+\sum_{n\ge2}p_n(E_n-E_1).
\label{dec}
\end{equation}
The right side is certainly non-negative if $p_0=0$, which means orthogonality to the true $\chi_0$. Orthogonality to $\phi_0$ does not ensure this, and it ensures less the worse $\phi_0$ is. As $b$ grows, $\phi_0$ shrinks against the wall. The node of $\phi_1$, at $z=1/c=6/(b+d)$, moves to the wall as well, and $\phi_1$ tends to the nodeless function $z^2e^{-dz/2}$, a decent ground-state function. Already at $b=9$ the minimum over $d$ is $3.12$, below the true $E_1=4.088$.

\section{Correct solution}

The parameter $b$ belongs to the ground state and must not be varied to lower $W$. It is fixed by minimizing the ground-state energy: $b=6^{1/3}=1.817$, or in ordinary units $b^3=12meF/\hbar^2$. Only $d$ is then varied. Put $d=tb$ in (\ref{W}) and use $1/b=b^2/6$:
\begin{align}
\frac{W}{b^2}&=\frac{t^2(1-t+7t^2)}{12(1-t+t^2)}+\frac{5-2t+2t^2}{6t(1-t+t^2)}=\frac{P}{12D},\\
P&=7t^5-t^4+t^3+4t^2-4t+10,\qquad D=t^3-t^2+t .\nonumber
\end{align}
The stationary condition is $P'D-PD'=0$, with
\begin{align}
P'D&=35t^7-39t^6+42t^5+t^4-9t^3+12t^2-4t,\nonumber\\
PD'&=21t^7-17t^6+12t^5+9t^4-19t^3+42t^2-24t+10 .\nonumber
\end{align}
Half the difference gives
\begin{equation}
7t^7-11t^6+15t^5-4t^4+5t^3-15t^2+10t-5=0 .
\end{equation}
Numerically this has one positive root, $t=0.9346$. Since $W\to\infty$ for both $t\to0$ and $t\to\infty$, the root is the minimum. Hence $d=1.698$, $c=(1.817+1.698)/6=0.586$, and
\begin{equation}
W=T+\langle z\rangle=1.582+3.059=4.641 .
\end{equation}

The virial relation $\langle z\rangle=2T$, which the true states obey, is missed slightly: $2T=3.164$. It would follow if $W$ were stationary under a uniform stretching of $\phi_1$. Stretching changes $b$ and $d$ together, and here $b$ is held fixed.

\subsection*{What can be said about a bound}

In the two-dimensional space spanned by $\phi_0$ and $\phi_1$ there is a normalized vector orthogonal to $\chi_0$. Its mean energy is at least $E_1$ and at most the larger eigenvalue of $H$ restricted to that space. This larger eigenvalue is therefore an upper bound to $E_1$. It requires the coupling $h=\langle\phi_1|H|\phi_0\rangle$. Differentiating $ze^{-bz/2}$ twice gives
\begin{equation}
H\phi_0=\sqrt{\tfrac{b^3}{2}}\left(b-\frac{b^2z}{4}+z^2\right)e^{-bz/2}.
\end{equation}
The middle term drops out by orthogonality. With $c=s/3$ the other two give
\begin{align}
h&=N\sqrt{\tfrac{b^3}{2}}\left[b\left(\frac1{s^2}-\frac{2c}{s^3}\right)+\frac6{s^4}-\frac{24c}{s^5}\right]
=N\sqrt{\tfrac{b^3}{2}}\left[\frac{b}{3s^2}-\frac2{s^4}\right]\nonumber\\
&=N\sqrt{\tfrac{b^3}{2}}\;\frac{2}{s^4}\left(\frac{s^2}{b^2}-1\right)\qquad\text{for } b^3=6 .
\end{align}

For $d=b$ we have $s=b$ and $h=0$. The reason is that $\phi_1$ is then proportional to $\partial\phi_0/\partial b\propto z(1-bz/3)e^{-bz/2}$, and $W_0$ is stationary in $b$. The mean energy
\begin{equation}
W(b,b)=\frac{7b^2}{12}+\frac5b=\frac{17}{12}b^2=4.678
\end{equation}
is thus itself the larger eigenvalue and a genuine upper bound, obtained without any minimization over $d$.

At the best $d$ the coupling is $h=-0.061$, and the larger eigenvalue is
\begin{equation}
\frac{2.4764+4.6411}{2}+\sqrt{\left(\frac{4.6411-2.4764}{2}\right)^2+0.061^2}=4.643 .
\end{equation}
The answer to (c) is that orthogonality to $\phi_0$ does not guarantee that $4.641$ is an upper bound, while $4.643$ is guaranteed to be one. They are close because $h$ is small compared with the separation of the two mean energies. In the larger eigenvalue both $b$ and $d$ may be varied freely, but this leaves $4.643$ unchanged to the digits shown. The exact levels below show that $4.641$ does in fact lie above $E_1$.

\subsection*{How good the estimate is}

In this well the true levels are known. The decaying solution is the Airy function $\mathrm{Ai}(z-E)$, and the wall requires $\mathrm{Ai}(-E)=0$, so $E_0=2.338$ and $E_1=4.088$. Relative to these, the ground estimate $2.476$ is 5.9\% high and the excited estimate 13.5\% high.

Equation (\ref{dec}) shows the origin of the excess. The true ground state has weight $p_0=0.0077$ in $\phi_1$ and lowers the energy by $0.00774\times1.750=0.0135$. The states above the first excited one have total weight $0.152$ and raise it by $0.567$. The net error is $0.553$. With the correct $b$, imperfect orthogonality is a minor matter, and the limited shape of $\phi_1$ dominates.

\section{Silicon surface}

For the given mass and field, $\ell=1.013$ nm and $eF\ell=40.5$ meV. Dividing the scaled parameters by $\ell$ gives $b=1.79$, $d=1.68$ and $c=0.578$ nm$^{-1}$. The first excited energy is
\begin{equation}
4.641\times40.52\ \text{meV}=188\ \text{meV},
\end{equation}
against $166$ meV from the Airy zero. The node, at $1.73$ nm, is close to the true $1.77$ nm, but the mean depth of $3.10$ nm exceeds the true $2.76$ nm by 12\%. The separation from the ground level comes out as $88$ meV instead of $71$ meV, 24\% too large, because the errors of the two levels do not cancel. In this model these percentages hold for any $m$ and $F$, since both enter through $\ell$ and $eF\ell$ alone.

The parameters are rough values for a surface near threshold at 300 K, with doping $5\times10^{17}$ cm$^{-3}$ and an assumed $10^{11}$ electrons per cm$^2$. (The density depends exponentially on the band bending: in equilibrium at exactly this field and doping it would be several times larger, and a field lower by a few percent gives $10^{11}$.) The depletion layer is then 52 nm wide, much wider than the electron's mean depth, and the oxide field of 1.2 MV/cm is far below breakdown, roughly 10 MV/cm. Taken one at a time, the neglected effects shift the Airy value of $E_1$ by $-3.6$ meV (curvature of the depletion potential), $+2.1$ meV (inversion charge, all placed in the lowest heavy-mass subband and added at fixed depletion charge, so that the surface field rises slightly above $F$; thermal filling of the higher subbands, about 30\% of the charge at 300 K, raises this to $+2.4$ meV), $+8.7$ meV (image potential of a thick oxide), and $-3.5$ meV (penetration into the oxide). A nonparabolic band with the usual isotropic coefficient of 0.5/eV would add $-2.7$ meV, but along the heavy axis the silicon band is much closer to parabolic at these energies, so that figure greatly overstates the effect. Exchange and correlation are not included, so the partial cancellation of these shifts should not be relied on. Each is smaller than the 22 meV error of the trial state. As a transistor is turned on, the neglect of inversion charge becomes steadily worse. Its shift grows at first in proportion to the electron density, so at $10^{12}$ cm$^{-2}$ it is about 20 meV with only the lowest subband filled and about 23 meV with thermal filling at 300 K, as large as the error of the trial state. At higher densities the well must be computed self-consistently.

``First excited'' refers here to the valleys with the heavy normal mass. The other valleys have normal mass $0.19\,m_0$. At fixed field the levels scale as $m^{-1/3}$, which puts their lowest level at $94.8\times(0.916/0.19)^{1/3}=160$ meV, slightly below the heavy-mass $166$ meV. The trial state cannot settle this order. The gap of about 6 meV also belongs to the hard-wall model only. Penetration into the oxide scales roughly as $1/m$: for a 3.1 eV barrier and an oxide mass of $0.5\,m_0$ it lowers the light-mass level by about 16 meV but the heavy-mass one by only 3.5 meV, which by itself widens the gap to about 18 meV. Even then the two levels would be poorly resolved: for a rough mobility of 300 cm$^2$/Vs and the mass $0.19\,m_0$ that the heavy valleys have along the surface, the collision broadening $\hbar/\tau$ is about 20 meV. The remaining figures are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Scaled results (length ell, energy eF ell)
b: 1.8171
d/b at minimum: 0.9346
d: 1.6984
c: 0.5859
trial E0: 2.4764
trial E1: 4.6411
E1 with d = b: 4.6777
Airy E0: 2.3381
Airy E1: 4.0879
E0 error: 5.92 %
E1 error: 13.53 %
kinetic part of trial E1: 1.5822
potential part of trial E1: 3.0589
coupling h01 at best d: -0.06100
upper 2x2 root at best d: 4.6428
minimum E1 for bad b = 9: 3.1208
weight of true ground state: 0.00774
weight of true first excited state: 0.84010
weight of all higher states: 0.15216
energy lowering by ground state: 0.0135
energy raising by higher states: 0.5667
Silicon (100) example: inputs
normal mass: 0.916 m0
surface field: 0.40 MV/cm
doping: 5.0e+17 cm^-3
inversion density: 1.0e+11 cm^-2
light normal mass: 0.19 m0
relative permittivity Si, oxide: 11.7, 3.9
oxide barrier, mass: 3.1 eV, 0.5 m0
mobility: 300 cm2/Vs; temperature: 300 K
nonparabolicity: 0.5 1/eV
Silicon (100) example: results
length ell: 1.0131 nm
energy eF ell: 40.52 meV
b, d, c: 1.7936, 1.6764, 0.5783 1/nm
node trial, Airy: 1.729, 1.773 nm
mean depth trial, Airy: 3.099, 2.761 nm
E0 trial, Airy: 100.4, 94.8 meV
E1 trial, Airy: 188.1, 165.7 meV
E1-E0 trial, Airy: 87.7, 70.9 meV
Neglected effects on E1 and regime checks
lowest light-mass level: 160.1 meV
depletion curvature shift: -3.61 meV
inversion charge shift: 2.12 meV
image potential shift: 8.67 meV
oxide penetration shift: -3.48 meV
nonparabolicity shift: -2.74 meV
collision broadening hbar/tau: 20.3 meV
thermal energy kT: 25.9 meV
depletion width: 51.7 nm
band bending: 1.035 eV
oxide field: 1.20 MV/cm
\end{verbatim}
